# Debugging a numerical check: Front-fixed scheme for carbon depletion with an exact discrete radical balance

```python
"""Moving-front carbon depletion on the front-fixed coordinate xi = x/s(t).
Result under test: a finite-volume scheme with the mesh-velocity flux obeys
  entered = change in stored + recombined + B*(s - s0)
to rounding error, and converges to exact moving-front solutions.
c: radicals per pore volume; phi: porosity; D: effective diffusivity;
k: wall recombination rate; B: radicals consumed per film volume;
inv_kappa: 1/(front reaction velocity); R: inlet resistance (time/length);
s: depleted thickness; gas: radical density in the gas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf


def layer_profile(speed, s_old, u_old, dt, gas, par, mesh=True):
    """Cell densities after one step with a trial front speed."""
    D, phi, k, B, inv_kappa, R = par
    cells = len(u_old)
    s = s_old + speed * dt
    h = s / cells
    h_old = s_old / cells if mesh else h
    link = D / h
    faces = np.arange(1, cells) / cells
    sweep = 0.5 * phi * speed * faces if mesh else np.zeros(cells - 1)
    inlet = 1.0 / (R + h / (2 * D))
    band = np.zeros((3, cells))
    band[1] = phi * h * (1 / dt + k)
    band[1, :-1] += link - sweep
    band[1, 1:] += link + sweep
    band[1, 0] += inlet
    band[0, 1:] = -(link + sweep)
    band[2, :-1] = -(link - sweep)
    rhs = phi * h_old * u_old / dt
    rhs[0] += inlet * gas
    rhs[-1] -= B * speed
    u = solve_banded((1, 1), band, rhs, check_finite=False)
    return s, u, inlet * (gas - u[0])


def run_front(times, s0, u0, gas_of_time, par, guess, mesh=True):
    """March the front; keep separate accounts of all radicals."""
    D, phi, k, B, inv_kappa, R = par
    s, u = s0, u0.copy()
    entered = recombined = 0.0
    stored0 = phi * s0 * u0.mean()
    path = [s0]
    worst = 0.0
    for t_old, t_new in zip(times[:-1], times[1:]):
        dt = t_new - t_old
        gas = gas_of_time(t_new)

        def mismatch(speed):
            s_try, u_try, _ = layer_profile(speed, s, u, dt, gas, par, mesh)
            g = 2 * D * len(u) / s_try
            c_front = (g * u_try[-1] - B * speed) / (g + phi * speed)
            return c_front - B * speed * inv_kappa

        high = guess
        while mismatch(high) > 0:
            high *= 2
        speed = brentq(mismatch, 1e-6 * high, high,
                       xtol=1e-13 * high, rtol=1e-12)
        s, u, influx = layer_profile(speed, s, u, dt, gas, par, mesh)
        entered += influx * dt
        recombined += phi * k * s * u.mean() * dt
        consumed = B * (s - s0)
        stored = phi * s * u.mean() - stored0
        gap = entered - recombined - consumed - stored
        worst = max(worst, abs(gap) / entered)
        path.append(s)
        guess = 1.2 * speed
    return dict(s=s, u=u, path=np.array(path), entered=entered, gap=gap,
                recombined=recombined, consumed=consumed, stored=stored,
                worst=worst, speed=speed)


# --- Uniform state on a moving mesh, with its matching boundary flux ---
uniform_par = (1.0, 0.3, 0.0, -0.3, 0.0, 0.0)
_, u_uniform, _ = layer_profile(0.7, 0.9, np.ones(12), 0.4, 1.0, uniform_par)
uniform_error = np.max(np.abs(u_uniform - 1))
assert uniform_error < 1e-12

# --- Exact constant-speed front: storage, loss, kinetics, inlet drop ---
D, phi, k, B, kappa, R, V = 1.0, 0.5, 0.4, 1.5, 2.0, 0.3, 0.5
wave_par = (D, phi, k, B, 1 / kappa, R)
root = np.sqrt((phi * V) ** 2 + 4 * D * phi * k)
r1, r2 = (phi * V + root) / (2 * D), (phi * V - root) / (2 * D)
c_front = B * V / kappa
slope_front = (B + phi * c_front) * V / D
a1 = (slope_front - r2 * c_front) / (r1 - r2)
a2 = c_front - a1


def wave(z):
    return a1 * np.exp(r1 * z) + a2 * np.exp(r2 * z)


def wave_gas(t):
    z = 0.5 + V * t
    slope = a1 * r1 * np.exp(r1 * z) + a2 * r2 * np.exp(r2 * z)
    return wave(z) + R * D * slope


wave_errors, wave_gaps = [], []
for cells, steps in ((20, 25), (40, 100), (80, 400)):
    xi = (np.arange(cells) + 0.5) / cells
    res = run_front(np.linspace(0, 2, steps + 1), 0.5, wave(0.5 * (1 - xi)),
                    wave_gas, wave_par, V)
    wave_errors.append(abs(res["s"] - 1.5))
    wave_gaps.append(res["worst"])
wave_ratio = wave_errors[1] / wave_errors[2]
assert wave_errors[2] < 3e-3 and 3.0 < wave_ratio < 5.5
assert max(wave_gaps) < 1e-11

# --- Exact similarity front from zero thickness, storage ratio one ---


def similarity_root(eps):
    return brentq(lambda q: np.sqrt(np.pi) * q * np.exp(q * q) * erf(q) - eps,
                  1e-8, 3, xtol=1e-15)


eps_test = 1.0
lam_sim = similarity_root(eps_test)
sim_par = (1.0, 1.0, 0.0, 1.0, 0.0, 0.0)
sim_times = np.linspace(0, 1, 401) ** 2
start = 1 - (np.arange(40) + 0.5) / 40
sim = run_front(sim_times, 0.0, start, lambda t: 1.0, sim_par, 1.0)
bad = run_front(sim_times, 0.0, start, lambda t: 1.0, sim_par, 1.0, mesh=False)
sim_exact = 2 * lam_sim
entered_exact = 2 / (np.sqrt(np.pi) * erf(lam_sim))
assert abs(sim["s"] / sim_exact - 1) < 5e-3
assert abs(sim["entered"] / entered_exact - 1) < 5e-3
assert sim["worst"] < 1e-11
assert abs(bad["s"] / np.sqrt(2 * eps_test) - 1) < 5e-3
bad_gap = bad["gap"] / bad["consumed"]
assert abs(bad_gap + eps_test / 2) < 5e-3
eps_small = 0.02
shift = 1 - similarity_root(eps_small) / np.sqrt(eps_small / 2)
assert abs(shift / (eps_small / 6) - 1) < 0.02

# --- Porous organosilicate film in a downstream O2 plasma (SI inside) ---
nm = 1e-9
temperature, p_total_torr, p_atom_mtorr = 300.0, 1.0, 10.0
porosity, pore, tortuosity = 0.25, 2 * nm, 3.0
gamma, beta = 1e-4, 1e-2          # recombination, carbon reaction per hit
carbon, per_carbon = 1e28, 4.0    # groups per m3, O atoms per group
gas_layer, gas_diff = 1e-2, 2e-2  # m, m2/s (rough, at 1 Torr)
exposure, film = 20.0, 200 * nm
kT = const.k * temperature
v_mean = np.sqrt(8 * kT / (np.pi * 15.999 * const.atomic_mass))
c_gas = p_atom_mtorr * 1e-3 * const.torr / kT
D_eff = porosity * pore * v_mean / (3 * tortuosity)
k_wall, k_carbon = gamma * v_mean / pore, beta * v_mean / pore
width = np.sqrt(D_eff / (porosity * k_carbon))
kappa_film = D_eff / width
R_gas, R_mouth = gas_layer / gas_diff, 4 / (porosity * v_mean)
R_film = R_gas + R_mouth
B_film = per_carbon * carbon
loss_length = np.sqrt(D_eff / (porosity * k_wall))
film_par = (D_eff, porosity, k_wall, B_film, 1 / kappa_film, R_film)
film_times = exposure * np.linspace(0, 1, 801) ** 2
film_run = run_front(film_times, 0.0, np.full(50, c_gas), lambda t: c_gas,
                     film_par, kappa_film * c_gas / B_film)


def time_to_depth(s, L, inv_kappa, resistance):
    sh, ch1 = L * np.sinh(s / L), np.cosh(s / L) - 1
    return B_film / c_gas * (inv_kappa * sh + L * L / D_eff * ch1
                             + resistance * (sh + D_eff * inv_kappa * ch1))


def quasi_depth(L, inv_kappa, resistance, t=exposure):
    return brentq(lambda s: time_to_depth(s, L, inv_kappa, resistance) - t,
                  1e-14, 1e-6, xtol=1e-18)


s_quasi = quasi_depth(loss_length, 1 / kappa_film, R_film)
s_film = film_run["s"]
for index in (200, 400, 600, 800):
    expected = quasi_depth(loss_length, 1 / kappa_film, R_film,
                           film_times[index])
    assert abs(film_run["path"][index] / expected - 1) < 5e-3
entered_quasi = B_film * (loss_length * np.sinh(s_film / loss_length)
                          + width * (np.cosh(s_film / loss_length) - 1))
assert abs(film_run["entered"] / entered_quasi - 1) < 5e-3
assert film_run["worst"] < 1e-10

# --- Neglected width of the reaction zone: quadrature and simulation ---
rho = gamma / beta


def dose_slope(q):
    return np.sqrt(2 * (q + np.expm1(-q)) + rho * q * q) / width


dose_gas = porosity * k_carbon * c_gas * exposure / B_film
dose_0 = brentq(lambda q: q + D_eff * R_film * dose_slope(q) - dose_gas,
                1e-6, dose_gas)
depth_zone = quad(lambda q: -np.expm1(-q) / dose_slope(q), 1e-5, dose_0,
                  limit=200)[0]
n, steps = 400, 2000
dx, dt = film / n, exposure / steps
left = np.ones(n)
band = np.zeros((3, n))
band[0, 1:] = band[2, :-1] = -D_eff / dx
inlet = 1 / (R_film + dx / (2 * D_eff))
source = np.zeros(n)
source[0] = inlet * c_gas
for _ in range(steps):
    band[1] = 2 * D_eff / dx + porosity * dx * (k_carbon * left + k_wall)
    band[1, 0] += inlet - D_eff / dx
    band[1, -1] -= D_eff / dx
    c = solve_banded((1, 1), band, source)
    left *= np.exp(-porosity * k_carbon * c * dt / B_film)
depth_sim = dx * np.sum(1 - left)
assert abs(depth_sim / depth_zone - 1) < 0.01
s_absorb = quasi_depth(loss_length, 0.0, R_film)
assert s_quasi < depth_zone < s_absorb < film

# --- Other neglected or uncertain effects ---
eps_film = porosity * c_gas / B_film
fill_time = porosity * s_film ** 2 / D_eff
diameter = 0.35 * nm
free_path = kT / (np.sqrt(2) * np.pi * diameter ** 2
                  * p_total_torr * const.torr)
heat_per_atom_eV, wafer_heat = 5.0, 1.3e3   # rough; J/(m2 K)
heating = film_run["entered"] * heat_per_atom_eV * const.e / wafer_heat
L_high = loss_length / np.sqrt(10)
s_high = quasi_depth(L_high, 1 / kappa_film, R_film)
s_no_inlet = quasi_depth(loss_length, 1 / kappa_film, 0.0)
assert eps_film < 1e-6 and fill_time < 1e-3 * exposure
assert free_path > 100 * pore

print(f"Uniform-state error: {uniform_error:.1e}")
print("Constant-speed front errors (length 1.5):",
      " ".join(f"{e:.2e}" for e in wave_errors))
print(f"Last error ratio (cells x2, steps x4): {wave_ratio:.2f}")
print(f"Worst relative ledger gap, this test: {max(wave_gaps):.1e}")
print(f"Similarity root, storage ratio {eps_test:.0f}: {lam_sim:.5f}")
print(f"Front at t=1: exact {sim_exact:.4f}, scheme {sim['s']:.4f}")
print(f"Entered: exact {entered_exact:.4f}, scheme {sim['entered']:.4f}")
print(f"Ledger gap with mesh velocity: {sim['worst']:.1e}")
print(f"Front without mesh velocity: {bad['s']:.4f}")
print(f"Its ledger gap / consumed: {bad_gap:.4f}")
print(f"Relative front shift at ratio {eps_small}: {shift:.5f}")
print(f"Temperature: {temperature:.0f} K; O2: {p_total_torr:.0f} Torr")
print(f"O-atom pressure: {p_atom_mtorr:.0f} mTorr")
print(f"O-atom gas density: {c_gas * 1e-6:.3e} cm^-3")
print(f"Porosity: {porosity}; tortuosity: {tortuosity:.0f}")
print(f"Pore diameter: {pore / nm:.1f} nm; film: {film / nm:.0f} nm")
print(f"Recombination probability: {gamma:.0e}; reaction: {beta:.0e}")
print(f"Carbon groups: {carbon * 1e-6:.1e} cm^-3; O each: {per_carbon:.0f}")
print(f"Gas layer: {gas_layer * 100:.0f} cm; gas D: {gas_diff * 1e4:.0f} cm2/s")
print(f"Mean O speed: {v_mean:.1f} m/s")
print(f"Effective D: {D_eff * 1e4:.3e} cm2/s")
print(f"Front reaction velocity: {kappa_film:.3f} m/s")
print(f"Reaction-zone width D/kappa: {width / nm:.2f} nm")
print(f"Recombination length: {loss_length / nm:.2f} nm")
print(f"Gas-layer resistance as length: {D_eff * R_gas / nm:.2f} nm")
print(f"Pore-mouth resistance as length: {D_eff * R_mouth / nm:.2f} nm")
for index in (200, 400, 600, 800):
    print(f"Front at {film_times[index]:.2f} s: "
          f"{film_run['path'][index] / nm:.2f} nm")
print(f"Quasi-steady front at {exposure:.0f} s: {s_quasi / nm:.2f} nm")
print(f"Final front speed: {film_run['speed'] / nm:.3f} nm/s")
print(f"Front density / gas density: "
      f"{B_film * film_run['speed'] / (kappa_film * c_gas):.4f}")
print(f"Radicals entered: {film_run['entered'] * 1e-4:.4e} cm^-2")
print(f"Radicals consumed: {film_run['consumed'] * 1e-4:.4e} cm^-2")
print(f"Radicals recombined: {film_run['recombined'] * 1e-4:.4e} cm^-2")
print(f"Radicals stored: {film_run['stored'] * 1e-4:.3e} cm^-2")
print(f"Entered, quasi-steady formula: {entered_quasi * 1e-4:.4e} cm^-2")
print(f"Worst relative ledger gap, film: {film_run['worst']:.1e}")
print(f"Storage ratio of film: {eps_film:.2e}")
print(f"Pore filling time: {fill_time * 1e9:.1f} ns")
print(f"Removed depth, finite zone: {depth_zone / nm:.2f} nm")
print(f"Same by direct simulation: {depth_sim / nm:.2f} nm")
print(f"Absorbing sharp front: {s_absorb / nm:.2f} nm")
print(f"Front without inlet resistance: {s_no_inlet / nm:.2f} nm")
print(f"Front, recombination x10: {s_high / nm:.2f} nm")
print(f"Gas mean free path (rough): {free_path * 1e6:.0f} um")
print(f"Wafer heating, no cooling (rough): {heating:.1f} K")
print("all good")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 190, in <module>
    assert film_run["worst"] < 1e-10
           ^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The film run failed its radical-balance test because of rounding. In the first steps the layer is so thin that the diffusion links between cells far exceed the inlet conductance, so forming and solving the matrix loses the small net flux. Each profile solve is now followed by one correction computed from density differences and face fluxes, and a new test compares the balance of thin layers with and without this correction. The physics, the parameters, the existing tests and all tolerances are unchanged.

The change:

```diff
@@ -16,5 +16,5 @@
 
 
-def layer_profile(speed, s_old, u_old, dt, gas, par, mesh=True):
+def layer_profile(speed, s_old, u_old, dt, gas, par, mesh=True, refine=True):
     """Cell densities after one step with a trial front speed."""
     D, phi, k, B, inv_kappa, R = par
@@ -34,8 +34,19 @@
     band[0, 1:] = -(link + sweep)
     band[2, :-1] = -(link - sweep)
-    rhs = phi * h_old * u_old / dt
+    old_content = phi * h_old * u_old / dt
+    rhs = old_content.copy()
     rhs[0] += inlet * gas
     rhs[-1] -= B * speed
     u = solve_banded((1, 1), band, rhs, check_finite=False)
+    if refine:
+        # Thin layers: link >> inlet, so the residual must be formed from
+        # density differences, not from the rounded matrix entries.
+        flux = np.empty(cells + 1)
+        flux[0] = inlet * (gas - u[0])
+        flux[1:-1] = link * (u[:-1] - u[1:]) - sweep * (u[:-1] + u[1:])
+        flux[-1] = B * speed
+        residual = (old_content - phi * h * (1 / dt + k) * u
+                    + flux[:-1] - flux[1:])
+        u = u + solve_banded((1, 1), band, residual, check_finite=False)
     return s, u, inlet * (gas - u[0])
 
@@ -164,6 +175,20 @@
 film_par = (D_eff, porosity, k_wall, B_film, 1 / kappa_film, R_film)
 film_times = exposure * np.linspace(0, 1, 801) ** 2
+full_speed = kappa_film * c_gas / B_film
+
+# Balance of very thin first layers, without and with the refinement
+thin_gap = {False: 0.0, True: 0.0}
+for dt in film_times[1:21]:
+    for refine in (False, True):
+        s_thin, u_thin, influx = layer_profile(
+            0.2 * full_speed, 0.0, np.full(50, c_gas), dt, c_gas, film_par,
+            refine=refine)
+        kept = porosity * s_thin * u_thin.mean() * (1 / dt + k_wall)
+        gap = abs(influx - kept - B_film * 0.2 * full_speed) / influx
+        thin_gap[refine] = max(thin_gap[refine], gap)
+assert thin_gap[True] < 1e-12 and thin_gap[False] > 10 * thin_gap[True]
+
 film_run = run_front(film_times, 0.0, np.full(50, c_gas), lambda t: c_gas,
-                     film_par, kappa_film * c_gas / B_film)
+                     film_par, full_speed)
 
 
@@ -207,5 +232,6 @@
 left = np.ones(n)
 band = np.zeros((3, n))
-band[0, 1:] = band[2, :-1] = -D_eff / dx
+band[0, 1:] = -D_eff / dx
+band[2, :-1] = -D_eff / dx
 inlet = 1 / (R_film + dx / (2 * D_eff))
 source = np.zeros(n)
@@ -263,4 +289,6 @@
 print(f"Gas-layer resistance as length: {D_eff * R_gas / nm:.2f} nm")
 print(f"Pore-mouth resistance as length: {D_eff * R_mouth / nm:.2f} nm")
+print(f"Thin-layer balance gap, plain solve: {thin_gap[False]:.1e}")
+print(f"Thin-layer balance gap, refined solve: {thin_gap[True]:.1e}")
 for index in (200, 400, 600, 800):
     print(f"Front at {film_times[index]:.2f} s: "
```

The mended program passes:

```
Uniform-state error: 0.0e+00
Constant-speed front errors (length 1.5): 1.40e-03 3.53e-04 8.84e-05
Last error ratio (cells x2, steps x4): 3.99
Worst relative ledger gap, this test: 1.7e-14
Similarity root, storage ratio 1: 0.62006
Front at t=1: exact 1.2401, scheme 1.2386
Entered: exact 1.8216, scheme 1.8193
Ledger gap with mesh velocity: 2.4e-15
Front without mesh velocity: 1.4124
Its ledger gap / consumed: -0.5000
Relative front shift at ratio 0.02: 0.00331
Temperature: 300 K; O2: 1 Torr
O-atom pressure: 10 mTorr
O-atom gas density: 3.219e+14 cm^-3
Porosity: 0.25; tortuosity: 3
Pore diameter: 2.0 nm; film: 200 nm
Recombination probability: 1e-04; reaction: 1e-02
Carbon groups: 1.0e+22 cm^-3; O each: 4
Gas layer: 1 cm; gas D: 200 cm2/s
Mean O speed: 630.1 m/s
Effective D: 3.500e-04 cm2/s
Front reaction velocity: 5.251 m/s
Reaction-zone width D/kappa: 6.67 nm
Recombination length: 66.67 nm
Gas-layer resistance as length: 17.50 nm
Pore-mouth resistance as length: 0.89 nm
Thin-layer balance gap, plain solve: 2.2e-08
Thin-layer balance gap, refined solve: 7.8e-16
Front at 1.25 s: 11.34 nm
Front at 5.00 s: 32.60 nm
Front at 11.25 s: 54.80 nm
Front at 20.00 s: 75.86 nm
Quasi-steady front at 20 s: 75.90 nm
Final front speed: 2.027 nm/s
Front density / gas density: 0.0480
Radicals entered: 3.9265e+17 cm^-2
Radicals consumed: 3.0342e+17 cm^-2
Radicals recombined: 8.9230e+16 cm^-2
Radicals stored: 2.213e+08 cm^-2
Entered, quasi-steady formula: 3.9247e+17 cm^-2
Worst relative ledger gap, film: 9.1e-16
Storage ratio of film: 2.01e-09
Pore filling time: 41.1 ns
Removed depth, finite zone: 80.57 nm
Same by direct simulation: 80.49 nm
Absorbing sharp front: 81.33 nm
Front without inlet resistance: 90.97 nm
Front, recombination x10: 51.16 nm
Gas mean free path (rough): 57 um
Wafer heating, no cooling (rough): 2.4 K
all good
```
